# Shockley's Electron Temperature and the Square-Root Law of Hot-Electron Drift, part 1

(Sections cited here and not found follow in the second part.)

## First half: the power balance

### Definitions and conventions

Electrons of charge $-e$, with $e>0$, occupy one isotropic parabolic band, $\varepsilon=\hbar^2k^2/2m=mv^2/2$. A uniform field of magnitude $E$ acts on them. The $z$ axis points along the force, so the force is $+eE$ and the drift speed $v_d$ is positive. The lattice is at temperature $T$, and its longitudinal acoustic phonons have energy $\hbar\omega_q=\hbar cq$, where $c$ is the sound speed. SI units are used, with energies in eV and fields in V/cm for the example.

The electrons are dilute, so final states are empty. The phonons stay in equilibrium at $T$, and no other scattering acts. The isotropic part of the electron distribution is taken to be a Maxwellian at an electron temperature $T_e$,

$$f_0\propto e^{-\varepsilon/k_BT_e},\qquad x\equiv \frac{T_e}{T}.$$

This shape is an assumption. Phonons and field alone produce a different one, found in the second half.

The mobility is $\mu=v_d/E$, and $\mu_0$ is its low-field value. With $s=\mu_0E/c$, the result to be derived is

$$\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}s^2}\right],\qquad v_d=\mu_0E\sqrt{\frac{T}{T_e}}. \tag{1}$$

It is the leading result for $mc^2T_e\ll k_BT^2$, which implies $mc^2\ll k_BT$ because $T_e\ge T$. The condition involves $T_e$ because phonon energies reach about $2\hbar ck$, whose square is of order $mc^2k_BT_e$. Two things are then small for typical electrons: the phonon energy compared with $k_BT$ (equipartition), and the phonon energy compared with $\varepsilon$ (quasi-elastic scattering).

### The scattering rate

A sound wave with displacement $\mathbf u$ shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$, where $\Xi$ is the deformation potential. In a crystal of density $\rho$ and volume $V$, one mode is an oscillator of mass $\rho V$, whose displacement has matrix elements of squared size $\hbar/(2\rho V\omega_q)$, times $N_q+1$ for emission and $N_q$ for absorption. The divergence of a longitudinal wave adds a factor $q^2$. Hence

$$|M|^2=\frac{\Xi^2\hbar q}{2\rho Vc}\times\{N_q+1\ \text{or}\ N_q\},\qquad N_q=\frac{1}{e^{\hbar cq/k_BT}-1}.$$

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. Emission takes $\mathbf k$ to $\mathbf k-\mathbf q$, and energy conservation reads

$$\frac{\hbar^2q^2}{2m}-\frac{\hbar^2kq\cos\theta}{m}+\hbar cq=0
\quad\Rightarrow\quad \cos\theta=\frac{q}{2k}+\frac{k_s}{k},\qquad k_s=\frac{mc}{\hbar}.$$

Absorption takes $\mathbf k$ to $\mathbf k+\mathbf q$, which gives $\cos\theta=-q/2k+k_s/k$. Since $|\cos\theta|\le1$, for $k>k_s$ emission is possible for $q$ up to $2(k-k_s)$ and absorption for $q$ up to $2(k+k_s)$. Slower electrons, with $k<k_s$, are a negligible fraction of the Maxwellian when $mc^2\ll k_BT$.

The golden rule sums $(2\pi/\hbar)|M|^2\delta(\text{energy})$ over $\mathbf q$. The sum becomes $(V/4\pi^2)\int q^2dq\int d\cos\theta$, and the delta function integrates over $\cos\theta$ to $m/(\hbar^2kq)$. The rate per unit $q$ is therefore

$$\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar q}{2\rho Vc}\,\frac{V}{4\pi^2}\,q^2\,\frac{m}{\hbar^2kq}\{\cdots\}
=Bq^2\{N_q+1\ \text{or}\ N_q\},\qquad B=\frac{\Xi^2m}{4\pi\rho c\hbar^2k}. \tag{2}$$

For small phonon energy,

$$N_q\simeq\frac aq-\frac12,\qquad N_q+1\simeq\frac aq+\frac12,\qquad a=\frac{k_BT}{\hbar c}. \tag{3}$$

The total rate needs the terms $a/q$ alone, with both upper limits set to $2k$:

$$\frac1\tau=2Ba\int_0^{2k}q\,dq=4Bak^2=\frac{\Xi^2mk_BT}{\pi\rho c^2\hbar^3}\,k=\frac vl,\qquad l=\frac{\pi\rho c^2\hbar^4}{m^2\Xi^2k_BT}. \tag{4}$$

The last step uses $v=\hbar k/m$. The mean free path $l$ does not depend on energy, so faster electrons collide more often.

At this order the collision is elastic. If $\Theta$ is the angle through which the electron turns, then $q^2=2k^2(1-\cos\Theta)$ and $q\,dq\propto d\cos\Theta$ in magnitude. The weight $q\,dq$ in (4) is thus uniform in $\cos\Theta$. Scattering is isotropic, one collision destroys the memory of direction on average, and $1/\tau$ is also the momentum relaxation rate.

### The drift velocity

In the steady state the field term of the Boltzmann equation, $eE\,\partial f/\partial(\hbar k_z)$, is balanced by collisions. Write $f=f_0+f_1$, with $f_1$ proportional to $v_z/v$. To first order the field acts on $f_0$, and isotropic scattering removes $f_1$ at the rate $1/\tau$:

$$eEv_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad f_1=\frac{eE\tau v_z}{k_BT_e}f_0,$$

because $\partial f_0/\partial\varepsilon=-f_0/k_BT_e$. Let angle brackets denote an average over $f_0$. The isotropic part carries no current, and $\langle v_z^2\tau\rangle=\langle v^2\tau\rangle/3$ with $v^2\tau=vl$. Hence

$$v_d=\frac{eE}{k_BT_e}\langle v_z^2\tau\rangle=\frac{eEl\langle v\rangle}{3k_BT_e}. \tag{5}$$

The weight in speed is $v^2e^{-bv^2}$ with $b=m/2k_BT_e$. From $\int_0^\infty v^3e^{-bv^2}dv=1/2b^2$ and $\int_0^\infty v^2e^{-bv^2}dv=\sqrt\pi/4b^{3/2}$,

$$\langle v\rangle=\frac{2}{\sqrt{\pi b}}=\sqrt{\frac{8k_BT_e}{\pi m}},\qquad
\mu=\frac{4el}{3\sqrt{2\pi mk_BT_e}}=\mu_0\sqrt{\frac{T}{T_e}}. \tag{6}$$

The last equality holds because $l$ depends on the lattice temperature and not on $T_e$. It is the second formula in (1).

### The energy given to the lattice

An electron of wavevector $k$ loses energy at the net rate

$$R=B\hbar c\left[\int_0^{2(k-k_s)}q^3(N_q+1)\,dq-\int_0^{2(k+k_s)}q^3N_q\,dq\right].$$

The leading terms of emission and absorption nearly cancel, so the small quantities $k_s$ and $\tfrac12$ must now be kept. With (3), the terms in $a$ give

$$\frac{8a}{3}\left[(k-k_s)^3-(k+k_s)^3\right]=-\frac{8a}{3}\left(6k^2k_s+2k_s^3\right)\simeq-16ak^2k_s.$$

The terms in $\tfrac12$ have the same sign in both processes, since subtracting absorption reverses its $-\tfrac12$:

$$\frac12\cdot\frac{16}{4}\left[(k-k_s)^4+(k+k_s)^4\right]\simeq4k^4.$$

From (4), $B=v/(4lak^2)$, so $B\hbar c=(v/l)(\hbar c)^2/(4k^2k_BT)$. Therefore

$$R=\frac vl\,\frac{(\hbar c)^2}{k_BT}\left(k^2-4ak_s\right)
=\frac{2mc^2v}{l}\left(\frac{\varepsilon}{k_BT}-2\right), \tag{7}$$

where $\hbar^2k^2=2m\varepsilon$ and $(\hbar c)^2ak_s=mc^2k_BT$ were used. Electrons above $2k_BT$ lose energy on average, and those below gain it. The positive term comes from the excess of emission over absorption at equal $q$. The negative term comes from the wider range of $q$ open to absorption.

The Maxwellian average needs $\langle v^3\rangle$. Since $\int_0^\infty v^5e^{-bv^2}dv=1/b^3$,

$$\frac{\langle v^3\rangle}{\langle v\rangle}=\frac{1/b^3}{1/2b^2}=\frac2b=\frac{4k_BT_e}{m},\qquad
\langle\varepsilon v\rangle=\frac m2\langle v^3\rangle=2k_BT_e\langle v\rangle. \tag{8}$$

The power lost per electron is then

$$P=\frac{2mc^2}{l}\left(\frac{2k_BT_e\langle v\rangle}{k_BT}-2\langle v\rangle\right)=\frac{4mc^2\langle v\rangle}{l}\,\frac{T_e-T}{T}. \tag{9}$$

It vanishes at $T_e=T$, as equilibrium requires.

### Balance and closed formula

In the steady state the field supplies what the lattice takes, $eEv_d=P$. With (5) and (9),

$$\frac{(eE)^2l\langle v\rangle}{3k_BT_e}=\frac{4mc^2\langle v\rangle}{l}(x-1).$$

The mean speed cancels. Multiplication by $l\,k_BT_e/(4mc^2)$ and division by $k_BT$ give

$$x(x-1)=\frac{(eEl)^2}{12\,mc^2k_BT}. \tag{10}$$

The mean free path is now traded for the mobility. Equation (6) at $T_e=T$ gives $el=\tfrac34\mu_0\sqrt{2\pi mk_BT}$, so

$$(eEl)^2=\frac{9\pi}{8}mk_BT\,\mu_0^2E^2,\qquad x(x-1)=\frac{9\pi}{96}\frac{\mu_0^2E^2}{c^2}=\frac{3\pi}{32}s^2. \tag{11}$$

The quadratic $x^2-x-\tfrac{3\pi}{32}s^2=0$ has one positive root, which is (1). Mass, density and deformation potential have dropped out: they enter through $\mu_0$.

Equation (11) was tested against a balance built by numerical integration of the golden rule, with the full Bose occupation and exact energy conservation. For $mc^2/k_BT=10^{-4}$ and $T_e/T=1.2$, 2, 4 and 6, the largest relative difference in $T_e$ was $1.6\times10^{-4}$.

### Weak and strong fields

For $s\ll1$ the square root expands to

$$\frac{T_e}{T}\simeq1+\frac{3\pi}{32}s^2,\qquad v_d\simeq\mu_0E\left(1-\frac{3\pi}{64}s^2\right).$$

The scale of field is $c/\mu_0$: heating becomes appreciable when the low-field drift $\mu_0E$ would reach the sound speed.

For $s\gg1$, but with $s\ll k_BT/mc^2$ so that equipartition still holds, $x\to\sqrt{3\pi/32}\,s$, and

$$v_d=\frac{\mu_0E}{\sqrt x}\to\left(\frac{32}{3\pi}\right)^{1/4}\mu_0E\sqrt{\frac{c}{\mu_0E}}
=1.357\sqrt{\mu_0cE}. \tag{12}$$

The power of $E$ follows from two competing rates. The supplied power varies as $E^2/\sqrt{T_e}$, and in the hot limit the loss (9) varies as $T_e^{3/2}$. Their equality makes $T_e\propto E$, and the mobility then falls as $E^{-1/2}$.

The approach to this law is slow. Differentiating $x^2-x\propto E^2$ gives $(2x-1)\,dx=2x(x-1)\,d\ln E$, and therefore

$$\frac{d\ln v_d}{d\ln E}=1-\frac12\frac{d\ln x}{d\ln E}=1-\frac{x-1}{2x-1}=\frac{x}{2x-1}. \tag{13}$$

The exponent is 1 for cold electrons, $2/3$ at $T_e=2T$, and tends to $1/2$.

The neglected drift energy can also be followed. From (11), $v_d^2=c^2s^2/x=(32/3\pi)c^2(x-1)$, so

$$\frac{mv_d^2}{k_BT_e}=\frac{32}{3\pi}\,\frac{mc^2}{k_BT}\,\frac{x-1}{x}. \tag{14}$$

The drift may exceed the sound speed and still be small against the thermal speed. Within the formula the ratio stays below $(32/3\pi)\,mc^2/k_BT$ however large $x$ becomes, so the small-drift assumption does not limit the field. Equipartition does, since it requires $mc^2T_e\ll k_BT^2$.

### An example with round silicon values

Take $T=40$ K, $\mu_0=5\times10^4$ cm²/Vs $=5$ m²/Vs and $c=9$ km/s, rough values for high-purity n-type silicon. The field scale is $c/\mu_0=18$ V/cm. At $E=40$ V/cm $=4000$ V/m, $\mu_0E=2.0\times10^4$ m/s and $s=2.222$. Then

$$x=\tfrac12\left[1+\sqrt{1+1.178\times4.938}\right]=\tfrac12(1+2.611)=1.806,$$

so $T_e=72$ K and $k_BT_e=6.2$ meV. The drift velocity is $2.0\times10^4/\sqrt{1.806}=1.49\times10^4$ m/s, or $1.49\times10^6$ cm/s. Each electron passes $4000\times1.49\times10^4\simeq6.0\times10^7$ eV/s to the lattice.

The hot-limit law (12) would give $1.82\times10^6$ cm/s, 22% above the full formula. The exponent (13) is $1.806/2.611=0.69$. Even at 160 V/cm, where the formula gives 214 K, it is 0.55. Whether silicon follows the formula that far is a separate question, taken up in the second half.

## Second half: a random walk in energy

### What is carried over

The symbols keep their meaning: $T$ and $T_e=xT$ are the lattice and electron temperatures, $c$ is the sound speed, $l$ the energy-independent mean free path, $v$ the electron speed, and $s=\mu_0E/c$. Scattering is isotropic at the rate $v/l$. The Maxwellian averages are $\langle v\rangle=\sqrt{8k_BT_e/\pi m}$ and $\langle\varepsilon v\rangle=2k_BT_e\langle v\rangle$. The first derivation gave the net loss rate $R=(2mc^2v/l)(\varepsilon/k_BT-2)$ and the balance $x(x-1)=(3\pi/32)s^2$. Neither of these two results is used in what follows, except for comparison.

### Two diffusion coefficients

An electron's energy changes in many small steps, some from phonons and some from motion along the field. Small steps make a random walk, described by a diffusion coefficient in energy: half the mean square energy change per unit time.

For phonons, the rate is $v/l$ and the squared step is $(\hbar cq)^2$. In an elastic collision $\mathbf q=\mathbf k'-\mathbf k$ up to sign, with $|\mathbf k'|=|\mathbf k|$ and a random final direction. Then $\langle q^2\rangle=2k^2$, the cross term averaging to zero, and

$$D(\varepsilon)=\frac12\,\frac vl\,\hbar^2c^2\cdot2k^2=\frac{2mc^2\varepsilon v}{l}. \tag{15}$$

For the field, a displacement $\Delta z$ along the force changes the kinetic energy by $eE\Delta z$. At fixed energy the velocity correlation is $\langle v_z(0)v_z(t)\rangle=(v^2/3)e^{-vt/l}$, since each collision erases the direction. Its time integral is the spatial diffusion coefficient, $(v^2/3)(l/v)=vl/3$. Multiplication by the square of the force gives

$$D_F(\varepsilon)=\frac{(eE)^2vl}{3}. \tag{16}$$

This requires the energy to change little in one free path, $eEl\ll\varepsilon$.

### The flux in energy

Let $g(\varepsilon)\propto\sqrt\varepsilon$ be the density of states, with $\int gf\,d\varepsilon=1$. Let $J(\varepsilon)$ be the fraction of electrons crossing energy $\varepsilon$ upwards per unit time. A walk with mean energy change $A$ per unit time and diffusion coefficient $D$ has

$$J=Agf-\frac{\partial}{\partial\varepsilon}(Dgf).$$

For phonons, $A$ need not be calculated. Phonons in equilibrium at $T$ produce no flux when $f\propto e^{-\varepsilon/k_BT}$, by detailed balance. Setting $J=0$ for this $f$ gives

$$A=-\frac{D}{k_BT}+\frac1g\frac{d(gD)}{d\varepsilon}. \tag{17}$$

Inserted for general $f$, the derivative of $gD$ cancels and

$$J_{\rm ph}=-gD\left(\frac{f}{k_BT}+\frac{\partial f}{\partial\varepsilon}\right). \tag{18}$$

Since $gD\propto\varepsilon^2$, the last term of (17) is $2D/\varepsilon$. Then $-A=D(1/k_BT-2/\varepsilon)=(2mc^2v/l)(\varepsilon/k_BT-2)$, which is the loss rate $R$ found earlier from the ranges of emission and absorption. Detailed balance has replaced that cancellation.

The field with elastic scattering has its own state of zero flux. If $f$ has the same value in all states, motion along the field and elastic collisions leave it unchanged and carry no net flux. The same argument then gives a flux without the term in $f$:

$$J_F=-gD_F\frac{\partial f}{\partial\varepsilon}. \tag{19}$$

The power balance has given the closed formula (1), and the random walk in energy has so far given the phonon and field fluxes (18) and (19). It remains to recover the formula from these fluxes, to find the distribution that phonons and field alone produce, and to examine how far the silicon example meets the assumptions.
